\section*{Infrequent Metadynamics on a Double Well: Rate, Poisson Test and Deposition Error, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Setting}

The algebra uses atomic units with $k_B=1$, $\beta=1/T$. A particle moves in one dimension by overdamped Langevin dynamics with constant diffusion coefficient $D$,
\begin{equation}
dx=-\beta D\,W'(x,t)\,dt+\sqrt{2D}\,dB,\qquad W=V+U,\qquad V=V_0\left(\frac{x^2}{a^2}-1\right)^2 .
\end{equation}
It starts at $-a$ and is absorbed at $b=+a$; $T_0$ is the mean time to absorption for $U=0$. The bias starts at zero. At times $k\tau$, if the particle is still alive at $x_k$, a well-tempered hill is added:
\begin{equation}
U_k(y)=U_{k-1}(y)+h_k\,G(y-x_k),\quad G(u)=e^{-u^2/2\sigma^2},\quad h_k=h_0\,e^{-\beta U_{k-1}(x_k)/(\gamma-1)} .
\end{equation}
The number of hills is capped at a finite value, so $U$ is bounded. A run yields the rescaled time $S=\int e^{\beta U(x_t,t)}dt$ up to absorption, and the rate estimate is $1/\bar S$, with $\bar S$ the mean over runs. Write $Z(y)=\int_{-\infty}^y e^{-\beta V}dz$ and $\eta=\beta V_0$.

The numbers use round model parameters: $V_0=0.25$ eV, $a=1$ \AA, $T=300$ K, $D=0.1$ \AA$^2$/ps, $h_0=0.01$ eV, $\sigma=0.125$ \AA, $\gamma=10$. Then $k_BT=0.02585$ eV, $\eta=9.670$, $\beta h_0=0.387$. The data are in the numerical output after the text.

\section*{(a) The reference time}

\emph{Question.} For a frozen potential $W$, find the mean $g(x)$ of $\int f(x_t)\,dt$ up to absorption. Obtain $T_0$ and its large-$\eta$ form with the first correction.

\emph{Answer.} It\^o's formula gives $dg(x_t)=L_Wg\,dt+\sqrt{2D}\,g'dB$ with
\begin{equation}
L_Wg=Dg''-\beta DW'g'=D\,e^{\beta W}\left(e^{-\beta W}g'\right)' .
\end{equation}
The noise term has zero mean. If $L_Wg=-f$ and $g(b)=0$, then $g(x_t)+\int_0^tf\,dt'$ has constant mean; comparing the start with absorption gives $g(x)=\langle\int f\,dt\rangle$. The equation reads $(e^{-\beta W}g')'=-e^{-\beta W}f/D$. At $-\infty$ we need $e^{-\beta W}g'\to0$, since otherwise $g'\sim e^{\beta W}$ and $g$ would diverge although the quartic wall returns the particle in finite time. Integrating from $-\infty$ to $y$, multiplying by $e^{\beta W(y)}$, and integrating from $x$ to $b$ with $g(b)=0$,
\begin{equation}
g(x)=\frac1D\int_x^bdy\,e^{\beta W(y)}\int_{-\infty}^ydz\,e^{-\beta W(z)}f(z).
\label{g}
\end{equation}
With $f=1$ and $U=0$,
\begin{equation}
T_0=\frac1D\int_{-a}^be^{\beta V(y)}Z(y)\,dy .
\label{T0}
\end{equation}
For $\eta\gg1$ the outer integrand peaks at $y=0$, where $Z$ has collected the whole left well, so $T_0\simeq I_bI_w/D$ up to terms of relative order $e^{-\eta}$ times powers of $\eta$. At the barrier $\beta V=\eta(1-2u^2+u^4)$ with $u=y/a$. The Gaussian $e^{-2\eta u^2}$ has variance $1/4\eta$, so $\eta\langle u^4\rangle=3/16\eta$ and
\begin{equation}
I_b=a\,e^{\eta}\sqrt{\pi/2\eta}\,\left(1+3/16\eta\right).
\end{equation}
In the well $u=-1+v$, $u^2-1=v^2-2v$ and $\beta V=\eta(4v^2-4v^3+v^4)$. The variance is $1/8\eta$, so $\langle v^4\rangle=3/64\eta^2$ and $\langle v^6\rangle=15/512\eta^3$. Expanding $e^{4\eta v^3-\eta v^4}$, the odd term vanishes and the correction is $-\eta\langle v^4\rangle+\tfrac12(4\eta)^2\langle v^6\rangle=(-3+15)/64\eta=3/16\eta$. Hence $I_w=a\sqrt{\pi/4\eta}\,(1+3/16\eta)$. Since $\pi/\sqrt8=2\pi/\sqrt{32}$,
\begin{equation}
T_0\simeq\frac{2\pi a^2e^{\eta}}{\sqrt{32}\,\eta D}\left(1+\frac{3}{8\eta}\right).
\end{equation}
The Kramers prefactor gives $18196$ ps, and $18196\times(1+3/(8\times9.670))=18902$ ps. Quadrature of (\ref{T0}) gives $T_0=19018$ ps $=7.86\times10^8$ atomic units of time, or $1/T_0=0.0526$ ns$^{-1}$. Relative to the quadrature the two forms are low by $4.3\%$ and $0.6\%$. This $T_0$ is the reference for the overdamped model; it contains no inertia, no memory in the friction and no tunnelling.

\section*{(b) Frozen bias and the simulated lattice}

\emph{Question.} Find $\langle S\rangle$ for a time-independent bias $U\ge0$ and say where $U$ matters. The simulation uses sites $x_i$ of spacing $\delta x$, with a reflecting wall far up the left side and an absorbing site $M$ at $b$. Each step proposes $i\to i\pm1$ with probability $\tfrac12$ and accepts with probability $1/(1+e^{\beta(W_{i\pm1}-W_i)})$. Fix the time step and give the lattice form of the result.

\emph{Answer.} Put $f=e^{\beta U}$ in (\ref{g}). In the inner integral $e^{-\beta W}e^{\beta U}=e^{-\beta V}$, so the bias cancels there:
\begin{equation}
g_U(x)=\frac1D\int_x^be^{\beta U(y)}e^{\beta V(y)}Z(y)\,dy .
\label{gU}
\end{equation}
Dividing $\langle S\rangle=g_U(-a)$ by (\ref{T0}),
\begin{equation}
\frac{\langle S\rangle}{T_0}=\int_{-a}^bw(y)\,e^{\beta U(y)}dy\ \ge1,\qquad w(y)=\frac{e^{\beta V(y)}Z(y)}{DT_0},\qquad\int_{-a}^bw\,dy=1 .
\label{w}
\end{equation}
The weight $w$ is peaked on the barrier with variance $a^2/4\eta$ to leading order in $1/\eta$. Bias confined to the bottom of the well meets a weight smaller by about $e^{-\eta}$ and changes little until $\beta U$ approaches $\eta$, whereas a broad bias acts earlier through its tail on the flank (a Gaussian of height $0.10$ eV at $-a$ gives $1.02$ at width $0.25$ \AA\ and $1.16$ at $0.35$ \AA); bias on the barrier enters with full weight. For a Gaussian of height $0.10$ eV and width $0.15$ \AA\ at $-a$, $\langle S\rangle/T_0=1.0010$. Adding one of height $0.03$ eV and the same width at $0$ gives $2.302$.

On the lattice let $E_i=e^{\beta W_i}$ and $\pi_i=1/E_i$. Then $p_{i,i+1}=\tfrac12E_i/(E_i+E_{i+1})$, and
\begin{equation}
c_i\equiv\pi_ip_{i,i+1}=\frac{1}{2(E_i+E_{i+1})}=\pi_{i+1}p_{i+1,i},
\end{equation}
which is detailed balance. For flat $W$ each move has probability $\tfrac14$, the mean square step is $\delta x^2/2=2D\,\delta t$, and $\delta t=\delta x^2/4D$; $\delta x=0.0625$ \AA\ gives $\delta t=0.009766$ ps. The reward per step is $\delta t\,e^{\beta U_i}$, and conditioning on the first step gives
\begin{equation}
\sum_jp_{ij}(g_j-g_i)=-\delta t\,e^{\beta U_i}.
\label{lat}
\end{equation}
Multiplying by $\pi_i$ gives $c_i(g_{i+1}-g_i)-c_{i-1}(g_i-g_{i-1})=-\delta t\,e^{-\beta V_i}$. The sum from the wall ($c_{-1}=0$) to site $k$ telescopes to $c_k(g_k-g_{k+1})=\delta t\,Z_k$, with $Z_k=\sum_{j\le k}e^{-\beta V_j}$. Summing again with $g_M=0$,
\begin{equation}
g_i=\frac1D\sum_{k=i}^{M-1}\delta x\,\frac{E_k+E_{k+1}}{2}\,\bigl(\delta x\,Z_k\bigr),
\end{equation}
a discretised (\ref{gU}). As a test, (\ref{lat}) was solved as a linear system and compared with this sum and with continuum quadrature; the continuum and lattice values agree to the digits printed, $19018.0$ ps, $1.0010$ and $2.3022$.

\section*{(c) Adaptive bias}

\emph{Question.} The bias now depends on the history. Derive an exact relation between $\langle S\rangle$ and $T_0$, and decide whether $1/\langle S\rangle$ is the true rate.

\emph{Answer.} Work on the lattice. Step $n$ adds $\delta t\,e^{\beta U(x_n)}$ to $S$, moves the particle, and then adds a hill if one is due. Define the jump of $g$ at the particle's position, caused by hill $k$:
\begin{equation}
\Delta_k=g_{U_k}(x_k)-g_{U_{k-1}}(x_k)
=\frac1D\int_{x_k}^b\left(e^{\beta h_kG(y-x_k)}-1\right)e^{\beta W_{k-1}(y)}Z(y)\,dy ,
\label{Delta}
\end{equation}
written in continuum form with $W_{k-1}=V+U_{k-1}$. Let
\begin{equation}
\mathcal M_n=S_n+g_{U^{(n)}}(x_n)-\sum_{k\ \text{so far}}\Delta_k ,
\end{equation}
with $U^{(n)}$ the bias in force at step $n$. Given the history, $U^{(n)}$ is a fixed function, so by (\ref{lat}) the move changes $g$ on average by $-\delta t\,e^{\beta U(x_n)}$, which cancels the increment of $S$. A deposition changes the middle term by $\Delta_k$, which the last term removes. Thus $\mathcal M_n$ is a martingale and $\langle\mathcal M_n\rangle=\mathcal M_0=g_0(-a)=T_0$. After absorption $g=0$ and $\mathcal M$ is constant. With $U$ bounded on a finite lattice, the increments of $\mathcal M$ are bounded and the absorption step has finite mean, so the limit $n\to\infty$ passes inside the average:
\begin{equation}
\langle S\rangle=T_0(1+\varepsilon),\qquad\varepsilon=\frac{1}{T_0}\Big\langle\sum_k\Delta_k\Big\rangle .
\label{id}
\end{equation}
No run reached the cap on hills, so the samples are those of the capped process. In the continuum It\^o's formula between hills plays the part of (\ref{lat}).

The integrand of (\ref{Delta}) is positive because $h_kG>0$. Hence $\varepsilon>0$ at any finite $\tau$, and
\begin{equation}
\frac{1/\langle S\rangle-1/T_0}{1/T_0}=-\frac{\varepsilon}{1+\varepsilon}.
\label{rate}
\end{equation}
In this model $1/\langle S\rangle$ lies below the true rate and reaches it in the limit $\varepsilon\to0$. The estimate $1/\bar S$ from $n$ runs carries in addition an upward finite-sample bias of relative order $1/n$, because $1/\bar S$ is convex in $\bar S$. The integral starts at $x_k$: at the moment of deposition, the part of the hill ahead of the particle is what counts. The quantity $S-\sum\Delta_k$ has mean $T_0$ at every $\tau$, but it requires $V$, so it serves as a diagnostic. The sign of $\Delta_k$ rests on the quadrature (\ref{gU}), which needs one dimension, overdamped motion and a bias on the true coordinate. With further slow coordinates the martingale argument survives, but $g_U$ has no such form and the sign is not established here.

\section*{(d) The distribution of $S$}

\emph{Question.} Under what conditions is $S$ exponentially distributed? By what factor does a bias in the well raise the escape rate in real time?

\emph{Answer.} Take $U$ frozen and use $s$, with $ds=e^{\beta U}dt$, as the clock. A rate per unit $t$ becomes a rate per unit $s$ on division by $e^{\beta U}$, so the generator is
\begin{equation}
\tilde L\phi=e^{-\beta U}L_W\phi=D\,e^{\beta V}\left(e^{-\beta W}\phi'\right)' .
\end{equation}
Integration by parts with $\phi(b)=0$ gives $\int e^{-\beta V}\chi\tilde L\phi=-D\int e^{-\beta W}\chi'\phi'$, symmetric in $\chi,\phi$ and negative for $\chi=\phi$. The eigenvalues $-\tilde\lambda_n$ are therefore real and negative. The survival probability obeys $\partial_sP=\tilde LP$ with $P=1$ at $s=0$, so $P(s)=\sum_nA_ne^{-\tilde\lambda_ns}$, where $A_n$ is $\phi_n(-a)$ times the coefficient of $\phi_n$ in the expansion of $1$. Integrating $\tilde L\phi_1=-\tilde\lambda_1\phi_1$ twice, as in (a),
\begin{equation}
\phi_1(x)=\frac{\tilde\lambda_1}{D}\int_x^bdy\,e^{\beta W(y)}\int_{-\infty}^ydz\,e^{-\beta V(z)}\phi_1(z).
\label{phi}
\end{equation}
If $W$ still has a barrier of several $k_BT$, the outer integral comes from the barrier, so $\phi_1$ is nearly constant in the well; set it to $1$. Between the barrier and $b$ it is nearly $0$, because a particle there is almost surely absorbed before it returns. Hence $\phi_1^2\simeq\phi_1$ wherever the weight $e^{-\beta V}$ is large, and the coefficient of $\phi_1$ in the expansion of $1$ is $\int e^{-\beta V}\phi_1/\int e^{-\beta V}\phi_1^2\simeq1$, so $A_1\simeq1$. The inner integral becomes $Z(y)$, and at $x=-a$ (\ref{phi}) reads $1=\tilde\lambda_1g_U(-a)$. After a transient $1/\tilde\lambda_2$, $P\simeq e^{-s/g_U(-a)}$. For $U=0$ diagonalising the lattice generator (rates $p_{ij}/\delta t$) gives $\lambda_1T_0=1.00008$, $\lambda_2/\lambda_1=6.4\times10^4$ ($6.6\times10^4$ on a lattice eight times finer), and a largest distance of $8\times10^{-5}$ between $P$ and the exponential of the same mean.

In real time the eigenvalue problem $L_W\phi=-\lambda\phi$ has $e^{-\beta W}$ in the inner integral, so $1/\lambda_1(U)\simeq Z_W\int e^{\beta W}/D$ with $Z_W=\int_{-\infty}^0e^{-\beta W}$. If $U\simeq0$ on the barrier, the barrier integral is unchanged and
\begin{equation}
\frac{\lambda_1(U)}{\lambda_1(0)}\simeq\alpha=\frac{Z(0)}{Z_W}=\frac{1}{Z_W}\int_{-\infty}^0e^{-\beta W}e^{\beta U}dz .
\end{equation}
The last form is the mean of $ds/dt$ in the biased well: escape and clock speed up by the same factor. For the well bias of (b), $\alpha=11.714$ against an eigenvalue ratio $11.716$.

For adaptive bias with $\tau$ long against relaxation in the well, the hazard in the clock $s$ is $1/g_{U_k}(-a)$ between hills $k$ and $k+1$. If the barrier stays clean this is $1/T_0$ throughout, and $S$ is exponential with the true mean. Since $U$ grows, (\ref{gU}) shows that $g_{U_k}(-a)$ rises with $k$; in this regime a contaminated barrier gives a falling hazard and a tail heavier than exponential.

In this model the mean rescaled time is exactly $\langle S\rangle=T_0(1+\varepsilon)$ with $\varepsilon>0$ at any finite $\tau$, so $1/\langle S\rangle$ lies below the true rate, and the conditions for an exponential $S$ have been found. It remains to decide what a Kolmogorov--Smirnov test can say about the rate, to derive how $\varepsilon$ depends on the deposition parameters, and to read the simulation.
